# Truncated CI and coupled-cluster doubles for N Drude oscillators: test program

```python
# Result under test: for N coupled Drude oscillators, CI limited to a fixed
# number K of quanta gives an energy growing only as sqrt(N), whereas
# coupled-cluster doubles (CCD) is exact and extensive.
# H - N*omega/2 = omega sum a+a + 1/2 sum g_ij (a_i+a_i+)(a_j+a_j+), g_ii = 0.
# omega: frequency; alpha: polarizability; R: spacing; g: coupling matrix;
# gamma: eigenvalues of g; S: sum over i<j of g_ij^2; t: CCD amplitudes;
# M: number of dimers infinitely far from each other. Atomic units, hbar = 1.
from itertools import combinations_with_replacement as multisets
import numpy as np
import scipy.sparse as sp
import sympy as sy
from scipy.optimize import brentq
from scipy.constants import physical_constants


def fock_hamiltonian(g, omega, K):
    """Explicit H on all states with at most K quanta, and ladder matrices."""
    n = len(g)
    states = []
    for quanta in range(K + 2):
        for chosen in multisets(range(n), quanta):
            states.append(tuple(chosen.count(i) for i in range(n)))
    index = {s: k for k, s in enumerate(states)}
    total = np.array([sum(s) for s in states])
    lower = []
    for i in range(n):
        rows, cols, vals = [], [], []
        for k, s in enumerate(states):
            if s[i] > 0:
                rows.append(index[s[:i] + (s[i] - 1,) + s[i + 1:]])
                cols.append(k)
                vals.append(np.sqrt(s[i]))
        lower.append(sp.csr_matrix((vals, (rows, cols)),
                                   shape=(len(states),) * 2))
    H = sp.diags(omega * total.astype(float)).tocsr()
    for i in range(n):
        for j in range(n):
            if g[i, j] != 0:
                H = H + 0.5 * g[i, j] * ((lower[i] + lower[i].T)
                                         @ (lower[j] + lower[j].T))
    # the extra shell K+1 makes the products exact on states up to K
    keep = int(np.sum(total <= K))
    return H.tocsr()[:keep, :keep].toarray(), lower, total, keep


def cid_energy(gamma, omega, copies=1.0):
    """CI doubles from the secular equation, for identical separate copies."""
    def f(e):
        return e - copies * 0.5 * np.sum(gamma**2 / (2*(omega + gamma) + e))
    top = np.sqrt(copies * 0.5 * np.sum(gamma**2))
    return -brentq(f, 0.0, top, xtol=1e-17, rtol=1e-14)


def mode_energy(gamma, omega):
    """Exact zero-point energy shift from the normal modes."""
    return 0.5 * np.sum(np.sqrt(omega**2 + 2*omega*gamma) - omega)


def solve_ccd(g, omega):
    """CCD amplitudes by fixed-point iteration in the site basis."""
    t = np.zeros_like(g)
    for _ in range(500):
        t = -(g + g @ t + t @ g + t @ g @ t) / (2*omega)
    residual = g + 2*omega*t + g @ t + t @ g + t @ g @ t
    assert np.max(np.abs(residual)) < 1e-12
    return t, 0.5 * np.trace(g @ t)


def ci_dimers(M, K, coupling, omega):
    """CI with at most K quanta for M dimers, permutation-symmetric states."""
    local = [(i, q - i) for q in range(0, K + 1, 2) for i in range(q + 1)]

    def xel(i, j):
        return np.sqrt(max(i, j)) if abs(i - j) == 1 else 0.0
    h = np.array([[coupling * xel(u[0], v[0]) * xel(u[1], v[1])
                   + (omega * sum(u) if u == v else 0.0)
                   for v in local] for u in local])
    states = []
    for r in range(min(M, K // 2) + 1):
        for ms in multisets(range(1, len(local)), r):
            if sum(sum(local[u]) for u in ms) <= K:
                states.append((M - r,) + tuple(ms.count(u)
                              for u in range(1, len(local))))
    index = {s: k for k, s in enumerate(states)}
    H = np.zeros((len(states),) * 2)
    for s, k in index.items():
        for v in range(len(local)):
            if s[v] == 0:
                continue
            for u in range(len(local)):
                if h[u, v] == 0:
                    continue
                new = list(s)
                new[v] -= 1
                amp = np.sqrt(float(s[v])) * np.sqrt(float(new[u] + 1))
                new[u] += 1
                target = index.get(tuple(new))
                if target is not None:
                    H[target, k] += h[u, v] * amp
    return np.linalg.eigvalsh(H)[0]


def dimer_matrix(M, coupling):
    return np.kron(np.eye(M), np.array([[0.0, coupling], [coupling, 0.0]]))


def two_quanta_weight(coupling, omega, M):
    """Weight of the exact state of M dimers on at most two quanta."""
    gam = np.array([coupling, -coupling])
    tau = (np.sqrt(omega**2 + 2*omega*gam) - omega - gam) / gam
    p0 = np.sqrt(np.prod(1 - tau**2))
    return p0**M * (1 + M * 0.5 * np.sum(tau**2))


# ---- model parameters
omega, alpha, R = 0.5, 10.0, 5.0
g_pair = -alpha * omega / R**3
x = abs(g_pair) / omega

# ---- the coupling follows from the Coulomb energy of two collinear dipoles
x1, x2, d = sy.symbols('x1 x2 d', positive=True)
coulomb = 1/d + 1/(d + x2 - x1) - 1/(d - x1) - 1/(d + x2)
at0 = {x1: 0, x2: 0}
assert all(sy.simplify(sy.diff(coulomb, v).subs(at0)) == 0 for v in (x1, x2))
hess = sy.hessian(coulomb, (x1, x2)).subs(at0)
assert sy.simplify(hess - sy.Matrix([[0, -2/d**3], [-2/d**3, 0]])) \
    == sy.zeros(2, 2)
charge2 = alpha * omega**2          # mass 1
force = omega**2*np.eye(2) + charge2*np.array(hess.subs(d, R), dtype=float)
classical = 0.5*np.sum(np.sqrt(np.linalg.eigvalsh(force))) - omega
e_pair = mode_energy(np.array([g_pair, -g_pair]), omega)
assert abs(classical - e_pair) < 1e-13

# ---- general couplings of both signs: explicit Fock space against formulas
rng = np.random.default_rng(3)
g = rng.normal(size=(4, 4))
g = g + g.T
np.fill_diagonal(g, 0.0)
g *= 0.3 * omega / np.max(np.abs(np.linalg.eigvalsh(g)))
gam = np.linalg.eigvalsh(g)
S = 0.5 * np.sum(g**2)
K = 10
H, lower, total, keep = fock_hamiltonian(g, omega, K)
t, e_ccd = solve_ccd(g, omega)
assert abs(e_ccd - mode_energy(gam, omega)) < 1e-12
assert abs(np.linalg.eigvalsh(H)[0] - e_ccd) < 1e-6   # finite K remainder
for k in (2, 4, 6):
    n = int(np.sum(total <= k))
    e_k = np.linalg.eigvalsh(H[:n, :n])[0]
    assert 0 < -e_k <= np.sqrt(2*k*(k - 1)*S)
    if k == 2:
        e_ci2 = e_k
assert abs(e_ci2 - cid_energy(gam, omega)) < 1e-12
# matrix form of the CI doubles equation, solved in the site basis
c = np.zeros_like(g)
for _ in range(500):
    c = -(g + g @ c + c @ g - 0.5*np.trace(g @ c)*c) / (2*omega)
assert abs(0.5*np.trace(g @ c) - e_ci2) < 1e-12


def pair_creator(m):
    return sum(0.5*m[i, j]*(lower[i].T @ lower[j].T)
               for i in range(4) for j in range(4))


# exp(T)|0> satisfies the Schroedinger equation in every untruncated sector
T = pair_creator(t)
vac = np.zeros(len(total))
vac[0] = 1.0
psi, term = vac.copy(), vac.copy()
for k in range(1, K//2 + 1):
    term = T @ term / k
    psi = psi + term
res = H @ psi[:keep] - e_ccd*psi[:keep]
assert np.max(np.abs(res[total[:keep] <= K - 2])) < 1e-11
# quadruples return the unlinked term plus the connected t g t term
quad = 0.5 * (T @ (T @ vac))
left = (H @ quad[:keep])[total[:keep] == 2]
right = (e_ccd*(T @ vac) + pair_creator(t @ g @ t) @ vac)[total == 2]
assert np.max(np.abs(left - right)) < 1e-12

# ---- separate dimers: symmetric-state CI against the full Fock space
strong = -0.3 * omega
H3, _, tot3, _ = fock_hamiltonian(dimer_matrix(3, strong), omega, 4)
for k in (2, 4):
    n = int(np.sum(tot3 <= k))
    full = np.linalg.eigvalsh(H3[:n, :n])[0]
    assert abs(full - ci_dimers(3, k, strong, omega)) < 1e-11
# weight of the exact state on at most two quanta
H2, _, tot2, keep2 = fock_hamiltonian(dimer_matrix(2, -0.2*omega), omega, 10)
vec = np.linalg.eigh(H2)[1][:, 0]
weight = np.sum(vec[tot2[:keep2] <= 2]**2)
assert abs(weight - two_quanta_weight(-0.2*omega, omega, 2)) < 1e-6

# ---- lowest-order CI deficit M(M+1) omega x^4 / 8
for M in (1, 2, 5):
    xs = 0.01
    gs = np.array([xs, -xs]) * omega
    deficit = cid_energy(gs, omega, M) - M*mode_energy(gs, omega)
    assert abs(deficit / (omega*xs**4*M*(M + 1)/8) - 1) < 0.01

# ---- worked example: dimers
mh = 1e3
ev = physical_constants['Hartree energy in eV'][0]
gp = np.array([g_pair, -g_pair])
print(f"omega = {omega} hartree, alpha = {alpha} bohr^3, R = {R} bohr")
print(f"coupling g = {g_pair*mh:.4f} mhartree;  x = |g|/omega = {x:.4f}")
print(f"second-order energy per dimer = {-g_pair**2/(2*omega)*mh:.6f} mhartree")
print(f"exact = CCD energy per dimer = {e_pair*mh:.6f} mhartree")
print(f"exact = CCD energy per dimer = {e_pair*ev*1e3:.4f} meV")
print("energy per dimer (mhartree), CI by maximum number of quanta:")
print("M | CCD | CI-2 | CI-4 | CI-6 | CI-2/CCD | weight on <= 2 quanta")
previous = None
for M in (1, 10, 100, 1000, 10000):
    if M <= 100:
        _, total_ccd = solve_ccd(dimer_matrix(M, g_pair), omega)
        assert abs(total_ccd/M - e_pair) < 1e-12
    ci = [ci_dimers(M, k, g_pair, omega)/M for k in (2, 4, 6)]
    assert abs(ci[0]*M - cid_energy(gp, omega, M)) < 1e-10
    assert ci[0] > ci[1] > ci[2] > e_pair - 1e-13
    if previous is not None:
        assert all(abs(a) < abs(b) for a, b in zip(ci, previous))
    previous = ci
    w = two_quanta_weight(g_pair, omega, M)
    print(f"{M} | {e_pair*mh:.6f} | {ci[0]*mh:.6f} | {ci[1]*mh:.6f} | "
          f"{ci[2]*mh:.6f} | {ci[0]/e_pair:.5f} | {w:.3e}")
m_half = brentq(lambda m: cid_energy(gp, omega, m)/(m*e_pair) - 0.5, 1, 1e5)
assert abs(m_half*x**2/8 - 1) < 0.1
print(f"CI-2 keeps half the energy at M = {m_half:.1f}; "
      f"estimate 8/x^2 = {8/x**2:.1f}")
M = 10
deficit = cid_energy(gp, omega, M) - M*e_pair
print(f"total CI-2 deficit at M = 10: {deficit*mh:.6f} mhartree; "
      f"lowest order: {omega*x**4*M*(M+1)/8*mh:.6f} mhartree")

# ---- square-root law for each fixed truncation
M = 10**12
for k in (2, 4, 6):
    b = np.diag(np.sqrt(np.arange(1, k//2 + 1)), 1)
    limit = np.linalg.eigvalsh(b + b.T)[-1]
    ratio = -ci_dimers(M, k, g_pair, omega) / (abs(g_pair)*np.sqrt(M))
    assert abs(ratio - limit) < 1e-4
    assert ratio < np.sqrt(2*k*(k - 1))
    print(f"CI-{k}: |E|/(|g| sqrt M) at M = 1e12: {ratio:.5f}; "
          f"limit {limit:.5f}; bound {np.sqrt(2*k*(k-1)):.5f}")

# ---- worked example: chain with all couplings
print("chain, energy per atom (mhartree):")
print("N | CCD | CI-2 | CI-2/CCD | |E(CI-2)|/sqrt(S)")
chain = {}
for N in (10, 100, 500, 1000):
    dist = np.abs(np.subtract.outer(np.arange(N), np.arange(N))).astype(float)
    np.fill_diagonal(dist, np.inf)
    gc = g_pair / dist**3
    gam = np.linalg.eigvalsh(gc)
    S = 0.5*np.sum(gc**2)
    assert np.min(omega + 2*gam) > 0
    exact, cid = mode_energy(gam, omega), cid_energy(gam, omega)
    chain[N] = exact
    if N <= 100:
        assert abs(solve_ccd(gc, omega)[1] - exact) < 1e-11
    hi, lo = omega + gam[-1], omega + gam[0]
    assert np.sqrt(hi**2 + S) - hi <= -cid <= np.sqrt(lo**2 + S) - lo
    den = omega + gam + np.sqrt(omega**2 + 2*omega*gam)
    assert S/den[-1] <= -exact <= S/den[0]
    if N != 500:
        print(f"{N} | {exact/N*mh:.6f} | {cid/N*mh:.6f} | "
              f"{cid/exact:.5f} | {-cid/np.sqrt(S):.5f}")
wave = (np.arange(2000) + 0.5) * np.pi / 2000
band = np.zeros_like(wave)
for n in range(1, 3001):
    band += 2*g_pair*np.cos(n*wave)/n**3
bulk = 0.5*np.mean(np.sqrt(omega**2 + 2*omega*band) - omega)
slope = (chain[1000] - chain[500]) / 500
assert abs(slope/bulk - 1) < 1e-5
print(f"infinite chain, band integral: {bulk*mh:.6f} mhartree per atom")
print(f"CCD energy per added atom, N = 500 to 1000: {slope*mh:.6f} mhartree")
print(f"lowest gamma/omega in the N = 1000 chain: {gam[0]/omega:.5f}")
print("checks complete")
```

Running it gives:

```
omega = 0.5 hartree, alpha = 10.0 bohr^3, R = 5.0 bohr
coupling g = -40.0000 mhartree;  x = |g|/omega = 0.0800
second-order energy per dimer = -1.600000 mhartree
exact = CCD energy per dimer = -1.612975 mhartree
exact = CCD energy per dimer = -43.8913 meV
energy per dimer (mhartree), CI by maximum number of quanta:
M | CCD | CI-2 | CI-4 | CI-6 | CI-2/CCD | weight on <= 2 quanta
1 | -1.612975 | -1.607688 | -1.612962 | -1.612975 | 0.99672 | 1.000e+00
10 | -1.612975 | -1.584867 | -1.612696 | -1.612973 | 0.98257 | 9.999e-01
100 | -1.612975 | -1.409294 | -1.595657 | -1.611974 | 0.87372 | 9.878e-01
1000 | -1.612975 | -0.861235 | -1.259892 | -1.457765 | 0.53394 | 5.125e-01
10000 | -1.612975 | -0.353175 | -0.583282 | -0.754456 | 0.21896 | 1.338e-06
CI-2 keeps half the energy at M = 1224.0; estimate 8/x^2 = 1250.0
total CI-2 deficit at M = 10: 0.281080 mhartree; lowest order: 0.281600 mhartree
CI-2: |E|/(|g| sqrt M) at M = 1e12: 0.99999; limit 1.00000; bound 2.00000
CI-4: |E|/(|g| sqrt M) at M = 1e12: 1.73202; limit 1.73205; bound 4.89898
CI-6: |E|/(|g| sqrt M) at M = 1e12: 2.33437; limit 2.33441; bound 7.74597
chain, energy per atom (mhartree):
N | CCD | CI-2 | CI-2/CCD | |E(CI-2)|/sqrt(S)
10 | -1.543988 | -1.509751 | 0.97783 | 0.12487
100 | -1.712142 | -1.468323 | 0.85759 | 0.36581
1000 | -1.728958 | -0.883483 | 0.51099 | 0.69283
infinite chain, band integral: -1.730826 mhartree per atom
CCD energy per added atom, N = 500 to 1000: -1.730826 mhartree
lowest gamma/omega in the N = 1000 chain: -0.19232
checks complete
```
